# Powder-averaged EISF for two-site jumps, three-site jumps and rotation on a sphere: test program

```python
"""Elastic incoherent structure factor (EISF) of a particle at distance r from a centre.

Result under test, with x = Q r and j0(z) = sin(z)/z:
  two equal sites, separation 2r      : (1 + j0(2x))/2          -> 1/2 at large Q
  three equal sites, side sqrt(3) r   : (1 + 2 j0(sqrt(3)x))/3  -> 1/3 at large Q
  isotropic rotation on a sphere      : j0(x)^2                 -> 0   at large Q
Q: momentum transfer (1/angstrom); r: radius (angstrom); p: site populations;
k: jump rate from a site to each other site; D: rotational diffusion constant.
Direct side: angular quadrature, rate-matrix exponential, finite-volume diffusion.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar
from scipy.special import spherical_jn

radius = 1.25            # angstrom, model parameter
rate_energy = 1.0e-5     # eV, hbar*k and hbar*D, model parameter
bohr = constants.physical_constants["Bohr radius"][0] * 1e10  # angstrom

# Quadrature over the unit sphere; the weights sum to one.
nodes, node_weights = np.polynomial.legendre.leggauss(120)
phi = 2 * np.pi * np.arange(240) / 240
cos_t, azimuth = np.meshgrid(nodes, phi, indexing="ij")
sin_t = np.sqrt(1 - cos_t**2)
directions = np.stack([sin_t * np.cos(azimuth), sin_t * np.sin(azimuth), cos_t],
                      axis=-1).reshape(-1, 3)
weights = np.repeat(node_weights / 2, 240) / 240

# Sites lie in a tilted plane so that no quadrature axis is special.
axis_a = np.array([1.0, 2.0, 2.0]) / 3
axis_b = np.array([2.0, 1.0, -2.0]) / 3


def ring_sites(number):
    angles = 2 * np.pi * np.arange(number) / number
    return radius * (np.outer(np.cos(angles), axis_a) + np.outer(np.sin(angles), axis_b))


def direct_sites(q, number, populations=None):
    """Square of the site-averaged phase, then average over directions of Q."""
    p = np.full(number, 1 / number) if populations is None else np.array(populations)
    amplitude = np.exp(1j * q * directions @ ring_sites(number).T) @ p
    return float(weights @ np.abs(amplitude)**2)


def direct_sphere(q, q_direction=axis_a):
    """Square of the phase averaged over all particle positions, Q fixed."""
    amplitude = weights @ np.exp(1j * q * radius * directions @ q_direction)
    return float(abs(amplitude)**2)


def j0(z):
    return spherical_jn(0, z)


formulas = {
    "two-site": lambda q: (1 + j0(2 * q * radius)) / 2,
    "three-site": lambda q: (1 + 2 * j0(np.sqrt(3) * q * radius)) / 3,
    "sphere": lambda q: j0(q * radius)**2,
}
direct = {
    "two-site": lambda q: direct_sites(q, 2),
    "three-site": lambda q: direct_sites(q, 3),
    "sphere": direct_sphere,
}
limits = {"two-site": 1 / 2, "three-site": 1 / 3, "sphere": 0.0}

print(f"radius r = {radius:.2f} angstrom")
for number, name in ((2, "two-site"), (3, "three-site")):
    sites = ring_sites(number)
    print(f"{name} jump distance = {np.linalg.norm(sites[0] - sites[1]):.4f} angstrom")

# EISF formulas against quadrature of the definition.
q_table = np.array([0.4, 0.8, 1.6, 2.4, 4.0, 8.0])
largest_error = 0.0
print("Q (1/angstrom), Qr, EISF: two-site, three-site, sphere")
for q in q_table:
    for name in formulas:
        largest_error = max(largest_error, abs(formulas[name](q) - direct[name](q)))
    values = "  ".join(f"{formulas[name](q):.4f}" for name in formulas)
    print(f"  {q:.1f}  {q * radius:.1f}  {values}")
assert largest_error < 1e-11
print(f"largest |formula - quadrature| = {largest_error:.1e}")

# The sphere result needs no powder average: other directions of Q agree.
for other in (axis_b, np.array([0.0, 0.0, 1.0])):
    assert abs(direct_sphere(1.6, other) - direct_sphere(1.6)) < 1e-11

# Averaging the amplitude before squaring gives the sphere result for jumps.
q_wrong = 1.6
for number, name in ((2, "two-site"), (3, "three-site")):
    phases = np.exp(1j * q_wrong * directions @ ring_sites(number).T)
    wrong = abs(weights @ phases.mean(axis=1))**2
    assert abs(wrong - formulas["sphere"](q_wrong)) < 1e-11
    assert abs(wrong - direct_sites(q_wrong, number)) > 0.03
    print(f"{name} at Q = {q_wrong} 1/angstrom, wrong averaging order: {wrong:.4f}")

# Jump dynamics: constant part is the EISF, decay rate is number*k (k = 1 here).
for number, name in ((2, "two-site"), (3, "three-site")):
    generator = np.ones((number, number)) - number * np.eye(number)
    phases = np.exp(1j * 1.6 * directions @ ring_sites(number).T)
    for time in (0.0, 0.2, 0.7, 30.0):
        propagator = expm(generator * time)
        correlation = np.sum(phases.conj() * (phases @ propagator), axis=1).real / number
        elastic = formulas[name](1.6)
        expected = elastic + (1 - elastic) * np.exp(-number * time)
        assert abs(weights @ correlation - expected) < 1e-10
    width = -np.linalg.eigvalsh(generator)[0] * rate_energy
    print(f"{name} quasielastic half width = {width:.2e} eV")

# Rotational diffusion in u = cos(angle to Q), finite volumes, D = 1.
cells = 400
step = 2 / cells
faces = -1 + step * np.arange(1, cells)
centres = -1 + step * (np.arange(cells) + 0.5)
flux = (1 - faces**2) / step**2
diffusion = np.diag(flux, 1) + np.diag(flux, -1)
diffusion -= np.diag(diffusion.sum(axis=1))
eigenvalues, eigenvectors = np.linalg.eigh(diffusion)
x_test = 3.0
projection = np.abs(eigenvectors.T @ np.exp(1j * x_test * centres))**2 / cells
orders = np.arange(40)
strengths = (2 * orders + 1) * spherical_jn(orders, x_test)**2
for time in (0.0, 0.05, 0.3, 20.0):
    series = np.sum(strengths * np.exp(-orders * (orders + 1) * time))
    # tolerance set by the second-order grid error
    assert abs(np.sum(projection * np.exp(eigenvalues * time)) - series) < 1e-4
sphere_rates = -eigenvalues[::-1][1:3]
assert np.allclose(sphere_rates, [2, 6], rtol=1e-3)
print(f"sphere half widths, l=1 and l=2 = {sphere_rates[0] * rate_energy:.2e}, "
      f"{sphere_rates[1] * rate_energy:.2e} eV")

# Small Q: common quadratic term, different quartic terms.
x = sp.symbols("x", positive=True)
symbolic = {
    "two-site": (1 + sp.sin(2 * x) / (2 * x)) / 2,
    "three-site": (1 + 2 * sp.sin(sp.sqrt(3) * x) / (sp.sqrt(3) * x)) / 3,
    "sphere": (sp.sin(x) / x)**2,
}
x_small = 0.2
for name, expression in symbolic.items():
    expansion = sp.expand(sp.series(expression, x, 0, 6).removeO())
    quadratic, quartic = (sp.nsimplify(expansion.coeff(x, n)) for n in (2, 4))
    assert sp.simplify(quadratic + sp.Rational(1, 3)) == 0
    measured = (direct[name](x_small / radius) - 1 + x_small**2 / 3) / x_small**4
    # the neglected sixth-order term contributes below 3e-4 here
    assert abs(measured - float(quartic)) < 1e-3
    print(f"{name} small-Q coefficients of x^2, x^4 = {quadratic}, {quartic}")

# First minima, located on the direct curves.
z_min = brentq(lambda z: np.sin(z) - z * np.cos(z), 4.0, 4.7)
print(f"first minimum of j0 at z = {z_min:.4f}, j0 = {j0(z_min):.4f}")
minima = {"two-site": z_min / (2 * radius), "three-site": z_min / (np.sqrt(3) * radius),
          "sphere": np.pi / radius}
for name, q_min in minima.items():
    found = minimize_scalar(direct[name], bounds=(0.7 * q_min, 1.3 * q_min),
                            method="bounded", options={"xatol": 1e-7})
    assert abs(found.x - q_min) < 1e-4
    assert abs(found.fun - formulas[name](q_min)) < 1e-8
    print(f"{name} first minimum: Q = {q_min:.4f} 1/angstrom = {q_min * bohr:.4f} 1/bohr, "
          f"EISF = {abs(formulas[name](q_min)):.4f}")

# Large Q: bounds on the distance from the limit, checked on direct curves.
margin = 0.05
bounds = {
    "two-site": lambda y: 1 / (4 * y),
    "three-site": lambda y: 2 / (3 * np.sqrt(3) * y),
    "sphere": lambda y: 1 / y**2,
}
thresholds = {name: brentq(lambda y: bounds[name](y) - margin, 0.5, 50) for name in bounds}
for name, x_start in thresholds.items():
    for x_value in np.linspace(x_start, 40, 50):
        deviation = abs(direct[name](x_value / radius) - limits[name])
        assert deviation <= bounds[name](x_value) + 1e-11
        assert deviation <= margin + 1e-11
    print(f"{name} within {margin} of limit {limits[name]:.4f} for Q >= "
          f"{x_start / radius:.2f} 1/angstrom")
q_large = 40 / radius
print(f"quadrature EISF at Q = {q_large:.1f} 1/angstrom: "
      + ", ".join(f"{name} {direct[name](q_large):.5f}" for name in direct))

# Local mean of x^2 * EISF on the sphere over two full periods of sin^2.
window = 10 * np.pi + 2 * np.pi * np.arange(40) / 40
local_mean = np.mean([y**2 * direct_sphere(y / radius) for y in window])
assert abs(local_mean - 0.5) < 1e-8
print(f"sphere local mean of (Qr)^2 * EISF = {local_mean:.4f}")

# Unequal populations change the plateau to the sum of squared populations.
populations = np.array([0.7, 0.3])
plateau = np.sum(populations**2)
cross = 2 * populations.prod()
for q in (0.8, 1.6, 4.0, q_large):
    assert abs(direct_sites(q, 2, populations) - plateau - cross * j0(2 * q * radius)) < 1e-11
assert abs(direct_sites(q_large, 2, populations) - plateau) < cross / (2 * q_large * radius)
print(f"two-site populations {populations[0]}, {populations[1]}: large-Q limit = {plateau:.2f}")

# Single crystal, Q along the jump axis: the EISF keeps oscillating.
crystal = []
for x_value in (20 * np.pi, 20.5 * np.pi):
    phase = np.exp(1j * x_value / radius * ring_sites(2) @ axis_a)
    crystal.append(abs(phase.mean())**2)
assert abs(crystal[0] - 1) < 1e-10 and crystal[1] < 1e-10
print(f"single crystal two-site EISF at Qr = 20 pi, 20.5 pi: {crystal[0]:.4f}, {crystal[1]:.4f}")

print("no test failed")
```

Printed output:

```
radius r = 1.25 angstrom
two-site jump distance = 2.5000 angstrom
three-site jump distance = 2.1651 angstrom
Q (1/angstrom), Qr, EISF: two-site, three-site, sphere
  0.4  0.5  0.9207  0.9197  0.9194
  0.8  1.0  0.7273  0.7132  0.7081
  1.6  2.0  0.4054  0.2723  0.2067
  2.4  3.0  0.4767  0.2198  0.0022
  4.0  5.0  0.4728  0.3866  0.0368
  8.0  10.0  0.5228  0.2949  0.0030
largest |formula - quadrature| = 3.6e-15
two-site at Q = 1.6 1/angstrom, wrong averaging order: 0.2067
three-site at Q = 1.6 1/angstrom, wrong averaging order: 0.2067
two-site quasielastic half width = 2.00e-05 eV
three-site quasielastic half width = 3.00e-05 eV
sphere half widths, l=1 and l=2 = 2.00e-05, 6.00e-05 eV
two-site small-Q coefficients of x^2, x^4 = -1/3, 1/15
three-site small-Q coefficients of x^2, x^4 = -1/3, 1/20
sphere small-Q coefficients of x^2, x^4 = -1/3, 2/45
first minimum of j0 at z = 4.4934, j0 = -0.2172
two-site first minimum: Q = 1.7974 1/angstrom = 0.9511 1/bohr, EISF = 0.3914
three-site first minimum: Q = 2.0754 1/angstrom = 1.0983 1/bohr, EISF = 0.1885
sphere first minimum: Q = 2.5133 1/angstrom = 1.3300 1/bohr, EISF = 0.0000
two-site within 0.05 of limit 0.5000 for Q >= 4.00 1/angstrom
three-site within 0.05 of limit 0.3333 for Q >= 6.16 1/angstrom
sphere within 0.05 of limit 0.0000 for Q >= 3.58 1/angstrom
quadrature EISF at Q = 32.0 1/angstrom: two-site 0.49379, three-site 0.33493, sphere 0.00035
sphere local mean of (Qr)^2 * EISF = 0.5000
two-site populations 0.7, 0.3: large-Q limit = 0.58
single crystal two-site EISF at Qr = 20 pi, 20.5 pi: 1.0000, 0.0000
no test failed
```
